# Rough Elastic Wafer Contact by FFT and Constrained Conjugate Gradients

## 1. The form of the elastic response

Press two wafers together over a periodic square patch. If the elastic properties do not vary in the plane, a pressure mode $\hat p\,e^{i\mathbf k\cdot\mathbf x}$ can produce only a displacement of the same wave vector. Isotropy makes their ratio depend on $k=|\mathbf k|$ alone. This ratio has the dimension of length divided by pressure. A half-space offers no length except $1/k$, so its compliance must be a constant divided by modulus times $k$. A plate of thickness $t$ adds one dimensionless group, $x=kt$:

$$
\frac{\hat w}{\hat p}=\frac{2}{E'k}F(kt),\qquad E'=\frac{E}{1-\nu^2}.
$$

Here $E$ is Young's modulus and $\nu$ Poisson's ratio. Elasticity must supply the factor 2, the modulus $E'$ and the function $F$.

The model assumes small slopes, linear isotropic elasticity, and no friction or adhesion. Pressure $p$ is positive in compression, and $w$ is positive into the loaded body. The upper wafer's back face carries a uniform pressure, so it is traction-free for every mode with $k\ne0$. The lower wafer is a half-space. Lengths along the surface are in µm, heights in nm and pressures in MPa.

### The plate factor

One mode is a plane-strain problem. Let $z$ point into the plate and take the stress function $f(z)\cos kx$, which gives

$$
\sigma_{xx}=f''\cos kx,\quad \sigma_{zz}=-k^2f\cos kx,\quad \tau_{xz}=kf'\sin kx .
$$

These stresses satisfy equilibrium identically. Compatibility requires $f''''-2k^2f''+k^4f=0$. The loaded face has $f(0)=\hat p/k^2$ and $f'(0)=0$; the back face has $f(t)=f'(t)=0$.

With tangential displacement $v$ and shear modulus $\mu$, $\tau_{xz}=\mu(\partial_zv+\partial_xw)$. Differentiation in $x$ gives $\partial_x^2w=\partial_x\tau_{xz}/\mu-\partial_z\epsilon_{xx}$. The shear term vanishes at $z=0$. Plane strain gives $E'\epsilon_{xx}=\sigma_{xx}-\nu\sigma_{zz}/(1-\nu)$, and $\partial_z\sigma_{zz}$ vanishes there because $f'(0)=0$. Hence $-k^2\hat w=-f'''(0)/E'$, or $\hat w=f'''(0)/(E'k^2)$.

With $s=kz$, the solution obeying $f'(0)=0$ is

$$
f=A\cosh s+B(\sinh s-s\cosh s)+Ds\sinh s,\qquad A=\hat p/k^2 .
$$

Three differentiations give $f'''(0)=-2k^3B$. The back-face conditions are

$$
\begin{aligned}
A\cosh x+B(\sinh x-x\cosh x)+Dx\sinh x&=0,\\
A\sinh x-Bx\sinh x+D(\sinh x+x\cosh x)&=0.
\end{aligned}
$$

Multiply the first by $\sinh x+x\cosh x$, the second by $x\sinh x$, and subtract. Using $\cosh^2x-\sinh^2x=1$,

$$
A(\sinh x\cosh x+x)+B(\sinh^2x-x^2)=0 .
$$

Since $\hat w=-2kB/E'$, this proves the stated form with

$$
F(x)=\frac{\sinh x\cosh x+x}{\sinh^2x-x^2}.
$$

For small $x$ the numerator is $2x$ and the denominator $x^4/3$ at leading order, so $F\simeq6/x^3$. Then $\hat w/\hat p=12/(E't^3k^4)$, the plate-bending law. For large $x$, $F-1\simeq(2+4x+4x^2)e^{-2x}$, and the back face ceases to matter. The numerator minus the denominator is $\sinh x\,e^{-x}+x+x^2>0$, so $F>1$: a free-backed plate is softer than a half-space in every mode. A matrix-exponential integration of the elasticity equations tests $F$ independently.

Both displacements open the gap, so their compliances add:

$$
C(k)=\frac2k\left[\frac{F(kt)}{E_1'}+\frac1{E_2'}\right],\qquad C(0)=0 .
$$

Uniform compression moves the surfaces rigidly and is absorbed in the approach $\delta$; this is why $C(0)$ may be set to zero. For two half-spaces $C=2/(E^*k)$, with $1/E^*=1/E_1'+1/E_2'$.

## 2. The discrete contact problem

Sample the patch at $M$ nodes. The elastic opening is the circular convolution

$$
u=Cp=\mathrm{FFT}^{-1}\!\left[C(k)\,\mathrm{FFT}(p)\right],
$$

which costs $O(M\log M)$ operations instead of the $O(M^2)$ of a direct sum. Periodicity is part of the model, so no padding is required.

Let $h$ be the undeformed gap, shifted to zero mean, and $P$ the mean pressure. The conditions at every node are

$$
g=Cp+h-\delta\ge0,\quad p\ge0,\quad pg=0,\quad \langle p\rangle=P,
$$

where $\langle\cdot\rangle$ is the nodal mean. A node is either open and unloaded or closed and possibly loaded. Since $\langle Cp\rangle=\langle h\rangle=0$, the mean gap is $-\delta$. The conditions are imposed only at nodes. Fields interpolated between nodes need not satisfy them, and near contact edges the interpolated pressure can become clearly tensile.

### Minimum principle

Consider

$$
J(p)=\left\langle\tfrac12pCp+hp\right\rangle,\qquad p\ge0,\quad\langle p\rangle=P .
$$

Write $q=Cp+h$. If $p^*$ satisfies the contact conditions, then $q^*=\delta+g^*$. For any feasible $p$, put $e=p-p^*$. Its mean is zero, and expansion of the quadratic gives

$$
J(p)-J(p^*)=\langle q^*e\rangle+\tfrac12\langle eCe\rangle
=\langle g^*p\rangle+\tfrac12\langle eCe\rangle\ge0 .
$$

The second equality uses $\langle\delta e\rangle=0$ and $\langle g^*p^*\rangle=0$. Because $C(k)>0$ for $k\ne0$, equality requires $e=0$. A contact solution is therefore the unique minimizer. Conversely, a minimizer exists because the feasible set is closed and bounded. Its multiplier conditions are $q-\delta-g=0$, $g\ge0$ and $pg=0$, which are the contact conditions.

### Load dependence

Let $p_1,p_2$ solve the problem at loads $P_1<P_2$. Convexity and $q_1=\delta_1+g_1$ give

$$
J^*(P_2)\ge J^*(P_1)+\langle q_1(p_2-p_1)\rangle
\ge J^*(P_1)+\delta_1(P_2-P_1).
$$

Exchanging the solutions gives the opposite bound with $\delta_2$. Thus

$$
\delta_1\le\frac{J^*(P_2)-J^*(P_1)}{P_2-P_1}\le\delta_2 .
$$

The unique minimizer varies continuously with load, and so does $\delta=\langle pq\rangle/P$. Letting the loads merge gives $dJ^*/dP=\delta$. The mean gap $-\delta$ cannot increase with load.

This relation also shows what thinning does. At fixed $p$, larger $C$ raises $J$, so it cannot lower the minimum $J^*(P)$. Since $J^*(0)=0$, $J^*(P)=\int_0^P\delta(P')\,dP'$. A softer wafer therefore has a mean gap, averaged over loads from zero to $P$, no larger than that of the stiffer one. This does not by itself order the gaps at each separate load.

## 3. Constrained conjugate gradients

At a feasible iterate let $I=\{p>0\}$. Subtract the mean of $q$ over $I$ to obtain the provisional gap $g$, and let $r=g$ on $I$ and zero elsewhere. In a converged solution $r=0$.

1. Form $d=r+\beta d_{\rm old}$ on $I$, set it to zero elsewhere, and subtract its mean on $I$. Use
$$
\beta=\max\left(0,\frac{\langle r(r-r_{\rm old})\rangle}{\langle r_{\rm old}^2\rangle}\right),
$$
or $\beta=0$ after a restart.

2. For a move $-\alpha d$, the change in $J$ is $-\alpha\langle rd\rangle+\frac12\alpha^2\langle dCd\rangle$, because $d$ has zero sum and lives on $I$. Its minimum is at $\alpha=\langle rd\rangle/\langle dCd\rangle$.

3. Find penetrating nodes outside contact, $O=\{p=0,\ g<0\}$. Propose $p-\alpha d$ on $I$ and $-\alpha g$ on $O$. If $O$ is not empty, restart the directions at the next iteration.

4. Project the proposal $y$ on $I\cup O$ onto nonnegative pressures with the required sum, and leave all other pressures at zero. Minimizing the squared distance to $y$ with multiplier $\tau$ gives $\max(y-\tau,0)$. Sorting $y$ locates the $\tau$ that preserves the load.

Projection removes tensile nodes, while $O$ admits new contacts. Either event can destroy conjugacy and even raise $J$. For a proposed change $\Delta p$,

$$
\Delta J=\left\langle\Delta p\left(g+\tfrac12C\Delta p\right)\right\rangle ,
$$

where $q$ may be replaced by $g$ because $\langle\Delta p\rangle=0$. A proposal with $\Delta J>0$ is replaced by a projected-gradient step, and such a step is also forced every 50 iterations. The directions restart after each projected-gradient step.

### The safeguard and its proof

Project $p-sg$, now over all nodes, to obtain $p+\Delta p$. The old $p$ is feasible, so the nearest-point property of the projection gives

$$
\langle(-sg-\Delta p)(-\Delta p)\rangle\le0
\quad\Longrightarrow\quad
\langle g\Delta p\rangle\le-\frac{\langle\Delta p^2\rangle}{s}.
$$

With $\Lambda=\max C$, the quadratic term is at most $\Lambda\langle\Delta p^2\rangle/2$. Therefore $s\le1/\Lambda$ guarantees

$$
\Delta J\le-\frac{\langle\Delta p^2\rangle}{2s}.
$$

Start with $s=\max(\alpha,1/\Lambda)$ and halve it until this inequality holds or $s\le1/\Lambda$. Accepted values exceed $1/(2\Lambda)$.

For a convergence proof, also cap the starting $s$ by a fixed constant. Since $J$ never rises and is bounded below, the sum of the guaranteed decreases is finite, and $\Delta p\to0$ along the infinitely many gradient steps. By continuity, a limit point of those iterates is unchanged by a projected-gradient step with positive $s$. The projection inequality then makes it the minimizer. Monotonicity carries $J\to J^*$ to the whole sequence, and positivity of $C$ on zero-mean changes gives $p\to p^*$. This argument holds in exact arithmetic. The calculations below impose no cap, so their accuracy rests on the following a posteriori bound.

## 4. Error analysis

### A computable certificate

For any feasible $p$, define $\eta=\langle p(q-\min q)\rangle$. Convexity gives

$$
J^*\ge J(p)+\langle q(p^*-p)\rangle
\ge J(p)+P\min q-\langle qp\rangle=J(p)-\eta .
$$

Thus $J(p)-J^*\le\eta$. The same quantity bounds the pressure error in the elastic energy norm:

$$
\langle eCe\rangle=\langle qe\rangle-\langle q^*e\rangle
\le\langle qe\rangle\le\eta .
$$

The first inequality uses $\langle q^*e\rangle=\langle g^*p\rangle\ge0$, and the second the lower bound on $\langle qp^*\rangle$ used above. If the reported approach is $\delta=\langle pq\rangle/P$, the lowest reported gap is $\min q-\delta=-\eta/P$. One number thus controls energy, pressure and penetration. Iteration stops when $\eta\le10^{-8}Ph_{\rm rms}$.

By Parseval's identity, $\langle e^2\rangle\le\eta/C_{\min}$, where $C_{\min}$ is the smallest nonzero-mode compliance. The energy norm is weak for short waves: a fine pressure ripple produces little displacement, so a small $\eta$ constrains it less tightly.

The certificate measures the algebraic error on one grid. It says nothing about sampling error, for which a contact with a known continuum solution is useful.

### Sinusoidal contact

Take two half-spaces and $h=-\Delta\cos\kappa x$, with $\kappa=2\pi/\lambda$. Full contact needs $u=-h$, hence

$$
p=P+p_0\cos\kappa x,\qquad
p_0=\frac{E^*\kappa\Delta}{2}=\frac{\pi E^*\Delta}{\lambda}.
$$

It is admissible for $P\ge p_0$. For $P<p_0$, contact shrinks to $|x|<a$ in each period. Write $p=P+\sum_{n\ge1}a_n\cos n\kappa x$. The compliance gives $u'=-(2/E^*)\sum a_n\sin n\kappa x$, so contact requires $\sum a_n\sin n\kappa x=p_0\sin\kappa x$ for $|x|<a$.

Let $\theta=\pi x/\lambda$, $S=\sin(\pi a/\lambda)$ and

$$
f=2p_0\cos\theta\sqrt{S^2-\sin^2\theta},
$$

continued from the contact into the upper half-plane. Its branch points lie on the real axis. With $W=e^{-i\theta}$ large, $\cos\theta=(W+W^{-1})/2$ and the root is $W/2+(2S^2-1)/(2W)+O(W^{-3})$. Their product gives

$$
f=\frac{p_0}{2}e^{-i\kappa x}+p_0S^2+O(e^{i\kappa x}).
$$

The function $f+ip_0\sin\kappa x$ cancels the growing term, so it has the form $P+\sum a_ne^{in\kappa x}$ with $P=p_0S^2$. In contact $f$ is real, and the imaginary part is the required $p_0\sin\kappa x$. Outside contact $f$ is imaginary, so the pressure vanishes. There $g'=-(2/E^*)\operatorname{Im}f$. Passing the right-hand edge through the upper half-plane makes the root negative imaginary, so the gap opens. All contact conditions hold, with $p=f$ in contact.

For $E^*=53{,}333$ MPa, $\Delta=2$ nm and $\lambda=64$ µm,

$$
p_0=\frac{\pi(53{,}333)(0.002)}{64}=5.236\ \text{MPa}.
$$

At $P/p_0=0.4$, the contact fraction is $2\arcsin(\sqrt{0.4})/\pi=0.4359$. Grids of 128 and 1024 nodes give 0.4453 and 0.4365. Their pressure errors, relative to the norm of the analytic nodal pressure, are $4.4\times10^{-3}$ and $4.3\times10^{-4}$. These two grids do not establish an order, because the error is not monotone in the node count: 136 nodes already give $4.4\times10^{-4}$, and 512 nodes give $2.9\times10^{-4}$, less than 1024 nodes.

## 5. A thinned rough wafer

Both wafers have the round parameters $E=100$ GPa and $\nu=0.25$. Thus $E'=100/(1-0.25^2)=106.67$ GPa and $E^*=E'/2=53.33$ GPa. The patch is 64 µm wide and the upper wafer 10 µm thick. One random surface is built from modes between 64 and 4 µm in wavelength, with 2 nm rms height and rms slope $7.53\times10^{-4}$.

At 64 µm wavelength, $F=7.742$. Since the wafers have equal moduli, thinning multiplies the pair compliance by $(7.742+1)/2=4.37$. At 16 µm, $F=1.032$ and the corresponding multiplier is 1.016. Thinning mainly helps the wafers follow long undulations. This holds for a back face loaded by uniform pressure. If the same plate rests on a rigid support, its factor at 64 µm is about 0.43 when bonded and 0.48 when sliding, and thinning then stiffens the response.

For half-spaces, flattening the surface fully requires the pressure modes $-E^*k\hat h/2$. Their rms value is $E^*/2$ times the rms slope:

$$
\tfrac12(53{,}333)(7.53\times10^{-4})\simeq20\ \text{MPa}.
$$

Full contact must overcome the largest local tension, not its rms value. In general $p=P-C^{-1}h$, where the inverse acts on nonzero modes, so the threshold is $P=\max(C^{-1}h)$. For the thinned pair on a $64\times64$ grid it is 74.5 MPa. At 98% of this load one node in 4096 remains open; at 102% none does. The maximum is sampled only at nodes; on a $1024\times1024$ grid the threshold is 74.7 MPa, about 0.2 MPa higher.

On a $128\times128$ grid the partial-contact results are:

| $P$ (MPa) | Mean gap, half-spaces (nm) | Mean gap, thinned (nm) | Contact fraction, thinned |
|---|---|---|---|
| 1 | 2.504 | 2.187 | 0.063 |
| 4 | 1.159 | 0.994 | 0.216 |
| 16 | 0.187 | 0.148 | 0.664 |

At 4 MPa thinning lowers the mean gap by $(1.159-0.994)/1.159=14\%$. This figure belongs to one surface; five other random surfaces with the same spectrum give 10% to 21% on a $64\times64$ grid. The gap is lower at all three loads, consistent with the load-averaged inequality.

The contact fraction needs more caution. At 4 MPa thinning raises it from 0.2126 to 0.2158 on this grid. Refining the thinned calculation to $256\times256$ lowers it from 0.2158 to 0.2102, a larger change than the thinning effect. The ordering is therefore established on the common grid, not in the continuum limit. The mean gap changes by only about 0.01% in the same refinement. The peak pressure rises from 62.7 to 63.9 MPa, a change of about 2%.

The 4 MPa thinned solution took 121 iterations. Its two gradient steps are the forced ones at iterations 50 and 100, so at every other iteration the conjugate-gradient proposal was accepted. The certificate is $\eta=7.65\times10^{-8}$ MPa nm, and the deepest penetration is $\eta/P=1.9\times10^{-8}$ nm.

For the pressure bound, node spacing 0.5 µm gives the largest wave number $\sqrt2\,\pi/0.5=8.89$ µm$^{-1}$. Since $F>1$, $C_{\min}\ge2/(E^*k_{\max})=4.2\times10^{-3}$ nm/MPa. Hence the rms algebraic pressure error is at most

$$
\sqrt{\frac{7.65\times10^{-8}}{4.2\times10^{-3}}}\simeq4.3\times10^{-3}\ \text{MPa}.
$$

This is about 0.1% of the mean pressure. It bounds the rms error over the patch, not the error at the peak.

The certificate can be pessimistic. An early iterate on the 64 grid has $\eta=7.2\times10^{-2}$ MPa nm, while its excess in $J$, measured against a tightly converged solution, is $1.4\times10^{-4}$ MPa nm. The bound is safe but some 500 times larger than this error. On a smaller grid, a dense nonnegative least-squares solution tests the contact solver independently; the two pressure fields differ by at most $6\times10^{-9}$ MPa.

These results hold only where attraction is negligible, which is not the case for clean wafers at these gaps. Flattening the thinned pair completely stores $\frac12\langle hC^{-1}h\rangle=0.0135$ J/m². A van der Waals estimate with a silica-like Hamaker constant $A\approx6.5\times10^{-20}$ J gives a work of adhesion $A/(12\pi d_0^2)$ of 0.02 to 0.06 J/m² for cutoffs $d_0$ from 0.3 to 0.165 nm. It also gives a pull $A/(6\pi g^3)\approx3$ MPa at $g=1$ nm, comparable to the applied loads. The table is therefore an adhesion-free reference, not a prediction of gaps in direct wafer bonding. Attraction would permit tensile contact and remove the condition $p\ge0$; the convex minimum principle and its certificate would then need replacement. Friction couples tangential motion to the contact history, and plastic flow makes the response depend on load history. A lower wafer too thin for $F\simeq1$ at the patch wavelength needs its own factor in $C(k)$. That factor is $F$ only for a uniformly loaded back face; on a chuck or carrier it must be derived for that support and can fall below 1.

## Computed values

```
Young modulus = 100.0 GPa; Poisson ratio = 0.25
contact modulus E* = 53.333 GPa
patch width = 64.0 um; upper thickness = 10.0 um
plate factor at kt=0.5: direct 50.491391, formula 50.491391
plate factor at kt=1.5: direct 2.850008, formula 2.850008
plate factor at kt=4.0: direct 1.028131, formula 1.028131
plate factor at wavelength 64 um = 7.742346
plate factor at wavelength 32 um = 1.756641
plate factor at wavelength 16 um = 1.031602
plate factor at wavelength 4 um = 1.000000
dense test: contact fraction = 0.5347, max pressure difference = 5.75e-09 MPa
sinusoid: amplitude = 2.0 nm, p0 = 5.2360 MPa, P/p0 = 0.4
sinusoid: exact contact fraction = 0.43591
sinusoid N=128: contact fraction = 0.44531, relative pressure error = 4.39e-03
sinusoid N=1024: contact fraction = 0.43652, relative pressure error = 4.31e-04
full-contact threshold, 64 grid = 74.465 MPa
contact fraction at 0.98, 1.02 threshold = 0.99976, 1.00000
envelope test: dJ/dP = -0.99352 nm, delta = -0.99344 nm
early iterate: certificate = 7.234e-02 MPa nm
early iterate: J excess = 1.369e-04 MPa nm, squared energy error = 2.696e-04 MPa nm
rough surface: rms height = 2.000 nm, rms slope = 7.5348e-04
P=1 MPa, thin: contact fraction = 0.06268, mean gap = 2.1868 nm, peak p = 51.275 MPa
P=1 MPa, half-spaces: contact fraction = 0.06140, mean gap = 2.5039 nm, peak p = 53.182 MPa
P=4 MPa, thin: contact fraction = 0.21582, mean gap = 0.9943 nm, peak p = 62.720 MPa
P=4 MPa, half-spaces: contact fraction = 0.21259, mean gap = 1.1589 nm, peak p = 66.171 MPa
P=16 MPa, thin: contact fraction = 0.66406, mean gap = 0.1484 nm, peak p = 81.213 MPa
P=16 MPa, half-spaces: contact fraction = 0.64435, mean gap = 0.1874 nm, peak p = 83.123 MPa
thin, 4 MPa: iterations = 121, projected-gradient steps = 2
thin, 4 MPa: certificate = 7.649e-08 MPa nm
thin, 4 MPa: minimum gap = -1.91e-08 nm, max |gap| in contact = 1.92e-08 nm
grid 64, thin, 4 MPa: contact fraction = 0.23022, mean gap = 0.99344 nm, peak p = 62.388 MPa
grid 128, thin, 4 MPa: contact fraction = 0.21582, mean gap = 0.99427 nm, peak p = 62.720 MPa
grid 256, thin, 4 MPa: contact fraction = 0.21016, mean gap = 0.99436 nm, peak p = 63.917 MPa
```
